# Transient-Grating Suppression and Smoothing for Phonon Mean-Free-Path Spectra

Two crossed laser pulses heat a crystal in stripes, and the stripes fade as heat moves from crest to trough. When the stripe period is long compared with the phonon mean free paths, the fading rate gives the ordinary thermal conductivity. When the period is shorter, phonons with long paths cross several stripes without scattering and carry less heat than Fourier's law assigns to them. The apparent conductivity then depends on the period.

Programs that compute lattice conductivity from interatomic forces can list the conductivity accumulated up to a given mean free path. Comparing that curve with grating data involves two settings: the suppression function applied to each phonon, and, if the data are inverted, the strength of the smoothing. This guide derives what each does and what no choice of them can recover.

## The decay rate of a grating

Assume small temperature changes, the relaxation-time approximation, and isotropic acoustic modes of one speed $v$. Group $i$ has heat capacity $C_i$ per volume, relaxation time $\tau_i$ and mean free path $\Lambda_i=v\tau_i$. Optical modes store heat $C_o$, do not move, and relax fast. Let $\phi_i(\mu)$ be the excess energy of group $i$ travelling at direction cosine $\mu$ to the grating axis, divided by $C_i$, so that it is a temperature. For a grating $e^{iqx}$ with period $2\pi/q$,
$$
\frac{\partial\phi_i}{\partial t}+iqv\mu\,\phi_i=-\frac{\phi_i-T}{\tau_i}.
$$
Scattering conserves energy. With $\langle\cdot\rangle=\frac12\int_{-1}^{1}d\mu$, this fixes the local temperature $T$ through $\sum_i (C_i/\tau_i)(T-\langle\phi_i\rangle)=0$, where the sum includes the optical modes.

The heated layer has a finite depth, yet one dimension suffices if the probe integrates over depth and the surface reflects specularly. Integrating the depth-transport term leaves a surface term proportional to $v_z\phi$. It cancels between $v_z$ and $-v_z$, because specular reflection makes the two values of $\phi$ equal.

Insert a decay $e^{-\gamma t}$ and write $x_i=q\Lambda_i$, $s_i=1-\gamma\tau_i$. Then $\phi_i=T/(s_i+ix_i\mu)$. The odd part in $\mu$ averages to zero, so for $s_i>0$
$$
\frac{\langle\phi_i\rangle}{T}=\int_0^1\frac{s_i\,d\mu}{s_i^2+x_i^2\mu^2}=\frac{\theta_i}{x_i},\qquad \theta_i=\arctan\frac{x_i}{s_i}.
$$
A phonon that scatters more slowly than the grating decays has $s_i<0$. The time-dependent solution follows from a Laplace transform defined at large $s_i$ and continued analytically, so $\theta_i$ must pass smoothly through $\pi/2$ at $s_i=0$. It is therefore the polar angle $\theta_i=\operatorname{atan2}(x_i,s_i)$, between 0 and $\pi$.

For an optical mode $x=0$, and its term is $(C/\tau)[1-1/(1-\gamma\tau)]\to-\gamma C$ as $\tau\to0$. Energy conservation becomes
$$
\sum_i\frac{C_i}{\tau_i}\left(1-\frac{\theta_i}{x_i}\right)=\gamma C_o ,
$$
with the sum now over acoustic groups. At $\gamma=0$ the left side is positive, since $\arctan x<x$. Because $\partial\theta_i/\partial\gamma=\tau_ix_i/(x_i^2+s_i^2)$, its slope is $-\sum_iC_i/(x_i^2+s_i^2)<0$. The right side rises, so there is one real root.

When some $s_i<0$ this root is a resonance: the signal need not follow $e^{-\gamma t}$ at all times. Direct time integration of the angle-resolved equation tested this for periods of 0.5 and 1 µm, with the material described below and all modes starting at the same temperature. The decay rates over two successive intervals, from $1/\gamma$ to $1.75/\gamma$ and on to $2.5/\gamma$, agreed within 2 %.

## The suppression function

Add $\gamma\sum_iC_i$ to both sides, with $C=C_o+\sum_iC_i$:
$$
\gamma C=\sum_i\frac{C_i}{\tau_i}\left(1+\gamma\tau_i-\frac{\theta_i}{x_i}\right).
$$
Let $k$ be the bulk conductivity and $p_i$ the share of group $i$, so $kp_i=C_iv\Lambda_i/3$ and $C_i/\tau_i=3kp_i/\Lambda_i^2$. Define $\eta=\gamma/(qv)$, which gives $\gamma\tau_i=\eta x_i$. Division by $q^2k$ yields
$$
y\equiv\frac{\gamma C}{q^2k}=\sum_ip_iS_\eta(x_i),\qquad
S_\eta(x)=\frac{3}{x^2}\left[1+\eta x-\frac{\operatorname{atan2}(x,1-\eta x)}{x}\right].
$$
The left side is the apparent conductivity relative to bulk. Once $\gamma$ is measured, $\eta$ is a number and the relation is linear in $p_i$, although $\gamma$ itself depends on the spectrum.

For $\eta\to0$ at fixed $x$ this becomes the standard suppression function
$$
S(x)=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right)=3\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}.
$$
The integral form follows from $1-\arctan x/x=\int_0^1 x^2\mu^2/(1+x^2\mu^2)\,d\mu$. It shows that a phonon travelling at cosine $\mu$ is suppressed by $1/(1+x^2\mu^2)$. The limits are $S\simeq1-3x^2/5$ for short paths and $S\simeq3/x^2$ for long ones.

To see what $S$ omits, expand to first order in $\eta x$: $\theta\simeq\arctan x+\eta x^2/(1+x^2)$, hence
$$
S_\eta(x)\simeq S(x)+\frac{3\eta x}{1+x^2}.
$$
In the energy balance the extra term equals $\gamma\sum_iC_ix_i^2/(1+x_i^2)$. It is a correction to the heat capacity: phonons with $x_i\gg1$ stream across the stripes and no longer store the heat of the grating, while $C$ still counts them. Using $S$ therefore requires the modes that hold most of the heat to have $q\Lambda\ll1$, even if those that carry much of the current do not.

In the other limit, $x\to0$ at fixed $\eta$, the expansion $\theta/x\simeq1+\eta x+\eta^2x^2-x^2/3$ gives $S_\eta\to1-3\eta^2$. With the largest $\eta$ below, 0.073, this differs from one by about 0.016.

**Guidance.** To compare a computed spectrum with grating data, solve the energy balance for $\gamma$ and compare decay rates; no inversion is needed. If branch speeds differ, keep each $v_i$ in $x_i=qv_i\tau_i$. If only $S$ is available, restrict it to periods where $\gamma\sum_iC_ix_i^2/(1+x_i^2)$ is small against $\gamma C$ on the scale of the data error.

## A crystal with known spectrum

The example is a model in the regime of lithium fluoride at 100 K, with rough, round parameters: three Debye acoustic branches with $v=5$ km/s, four formula units per cube of edge 4.0 Å, and $1/\tau=a\omega^2+v/\ell$ with $a=0.1$ fs and crystal size $\ell=1$ mm. Two optical branches are placed at 450 K. The model gives $C=1.106$ J/(cm³ K) and $k=57.33$ W/(m K).

Thirteen periods from 0.5 to 50 µm, equally spaced in logarithm, supply rates from the energy balance. Each carries an independent relative error drawn uniformly with standard deviation 1 %; such an error never exceeds $\sqrt3$ %. At 0.5 µm, $q=1.2566\times10^7$ m⁻¹ and the noisy rate is $4.607\times10^9$ s⁻¹, so
$$
y=\frac{(4.607\times10^9)(1.106\times10^6)}{(1.2566\times10^7)^2(57.33)}=0.563,\qquad
\eta=\frac{4.607\times10^9}{(1.2566\times10^7)(5000)}=0.073 .
$$
The noise-free value is 0.560, whereas the sum with $S$ gives 0.506, about 10 % lower. The shortfall is 2.6 % at 1.6 µm and 0.6 % at 5 µm. With 1 % data, $S$ is therefore inadequate at the short end of this set.

The time integration, using 60 acoustic groups and 64 directions, gave $y=0.5600$ at 0.5 µm and 0.6596 at 1 µm. The sums with $S_\eta$, evaluated at the simulated rates, were 0.5604 and 0.6598; those with $S$ were 0.5055 and 0.6296.

Even at 50 µm the noise-free $y$ is only 0.950. Taking the longest-period result as the bulk value would here raise every $y$ by about 5 %. The bulk conductivity has to come from a separate measurement or from periods long enough that $y$ has truly levelled off. The approach is slow: from 34 to 50 µm the noise-free $y$ rises by only 1.3 %, although 5 % is still missing. In the inversion below the bulk value is taken as known.

## What the grating blurs

Let $F(\Lambda)$ be the share of conductivity from paths up to $\Lambda$. Put $u=\ln\Lambda$ and $z=\ln q$, and use the limit $\eta\to0$. Integration by parts gives
$$
y(z)=\int S(e^{z+u})\frac{dF}{du}\,du=\int H(z+u)F(u)\,du,\qquad H(z)=-\frac{dS(e^z)}{dz}.
$$
The boundary terms vanish because $F\to0$ at short paths and $S\to0$ at long ones. The data are thus averages of $F$ on a logarithmic axis, with the fixed weight $H$.

A ripple $b\cos(wu)$ in $F$ appears in $y$ with amplitude $b|\hat H(w)|$, where $\hat H(w)=\int H(z)e^{iwz}dz$. Differentiating the integral form of $S$ and setting $\zeta=z+\ln\mu$,
$$
H=3\int_0^1\mu^2\frac{2e^{2\zeta}}{(1+e^{2\zeta})^2}\,d\mu,\qquad e^{iwz}=\mu^{-iw}e^{iw\zeta}.
$$
The two integrals separate. In the first, substitute $r=e^{2\zeta}$, $d\zeta=dr/(2r)$:
$$
\int_0^\infty\frac{r^{iw/2}}{(1+r)^2}dr=\Gamma\!\left(1+\tfrac{iw}{2}\right)\Gamma\!\left(1-\tfrac{iw}{2}\right)=\frac{\pi w/2}{\sinh(\pi w/2)} .
$$
The second is $3\int_0^1\mu^{2-iw}d\mu=3/(3-iw)$. Therefore
$$
\hat H(w)=\frac{3}{3-iw}\;\frac{\pi w/2}{\sinh(\pi w/2)},\qquad |\hat H|\to3\pi e^{-\pi w/2}\quad(w\to\infty).
$$
Its modulus is 0.65 at $w=1$, 0.060 at $w=3$ and 0.0031 at $w=5$. Inversion divides by these numbers, so it amplifies errors exponentially in $w$.

Monotonicity limits how large a hidden ripple can be. If the density $dF/du$ is about $f_0$, the strongest allowed sinusoidal modulation is $f_0(1+\cos wu)$, which puts a ripple of amplitude $f_0/w$ into $F$. (A staircase $F$ can contain a ripple up to twice as large, which raises the cutoffs found below by about 0.4.) Over $N$ data points the squared cosine averages to one half. The ripple is lost in relative noise $\epsilon$ when
$$
\sqrt{\frac N2}\;\frac{f_0|\hat H(w)|}{w}=\epsilon\,\bar y ,
$$
where $\bar y$ is the mean of $y$. This is an estimate for slowly varying density, with signal equal to noise as the criterion.

Here $N=13$, $f_0=0.107$ and $\bar y=0.80$. For $\epsilon=1$ % the cutoff is $w=2.78$: one ripple period spans a factor $e^{2\pi/2.78}\approx9.6$ in mean free path. For 0.1 % the cutoff is 4.11 and the factor is 4.6. Here tenfold better data only halve the factor, roughly, because the cutoff $w$ grows about logarithmically with $1/\epsilon$.

A direct test modulated the true spectrum with wave packets of 80 % peak contrast, holding $\eta$ fixed. At half the cutoff the packet changed the data by 290 in summed squared standard errors. At twice the cutoff the change was 0.00025. Both packets change the density $dF/du$ locally by up to about 80 %, but the second cannot be detected with such data. It moves $F$ itself by only about $0.8f_0/w\approx0.015$: fine structure in the density is lost, while the cumulative curve hardly changes.

## Choosing the smoothing

Represent the spectrum by shares $p_j\ge0$ on a logarithmic grid, with $\sum_jp_j=1$. Then $F$ is monotone and ends at one. Minimize
$$
J=\sum_i\left(\frac{\sum_jS_{ij}p_j-y_i}{\sigma_i}\right)^2+\lambda\sum_j(p_{j+1}-p_j)^2,\qquad S_{ij}=S_{\eta_i}(q_i\Lambda_j),
$$
where $\sigma_i=\epsilon y_i$, the first sum is $\chi^2$, and $p$ is zero beyond the grid ends.

An ordinary nonnegative least-squares routine can impose the unit sum without approximation. Since $\sum_jp_j=1$, replace $y_i$ by $y_i\sum_jp_j$; then $J$ is a homogeneous quadratic form. Add $W^2(\sum_jp_j-1)^2$ and write $p=t\hat p$ with $\sum_j\hat p_j=1$. The total $t^2J(\hat p)+W^2(t-1)^2$ is smallest at $t=W^2/(J+W^2)$, where it equals $JW^2/(J+W^2)$. This increases with $J$, so the routine finds the right $\hat p$ for any $W>0$, and dividing by the sum restores the scale.

The value of $\lambda$ depends on the grid. For spacing $\Delta$ in $\ln\Lambda$, $p_j=f_j\Delta$ with $f=dF/du$, and the penalty becomes
$$
\lambda\sum_j(p_{j+1}-p_j)^2\simeq\lambda\Delta^3\int\left(\frac{df}{du}\right)^2du .
$$
Keep $\lambda\Delta^3$ fixed when refining the grid: halving the spacing calls for eight times the $\lambda$.

**Guidance.** If the errors are independent and their size is known, raise $\lambda$ until $\chi^2$ equals the number of data. This is a rule of thumb, since $\chi^2$ itself scatters: by $\sqrt{2N}$ for $N$ independent Gaussian errors, and by $\sqrt{0.8N}$ for the uniform errors used here. A much smaller $\lambda$ fits noise; a much larger one leaves misfits that the errors cannot explain. If even the smallest practical $\lambda$ leaves $\chi^2$ well above that number, suspect the error estimate or the model. A good fit does not confirm the inputs, however. In this example a bulk conductivity set 10 % too high, or $S$ used in place of $S_\eta$, fits about as well as the correct choice, because the fitted spectrum shifts to absorb the error.

With 121 grid points from 1 nm to 1 mm, $\chi^2=13$ occurs at $\lambda=10^{6.37}$, or $\lambda\Delta^3\approx3.6\times10^3$. The corresponding linear fit, without the sign and unit-sum constraints, has about three effective parameters. Thirteen rates thus supply roughly three independent facts about the curve at this smoothing. Without smoothing and without either constraint, the minimum-norm least-squares solution reaches $|F|\approx85$, although $F$ must lie between 0 and 1.

The reconstructed $F$ stays within 0.026 of the true curve for paths between the shortest and longest $1/q$, 80 nm and 8 µm. On grids two and three times finer, at fixed $\lambda\Delta^3$, the figure is 0.024. That is the result for one set of errors and a smooth true spectrum. At 30 nm, outside this window, the reconstruction gives 0.32 and the truth is 0.22. There the data constrain the curve only weakly: the range they admit at 30 nm, found as in the next section, is 0 to 0.52. The penalty largely supplies the shape.

## How to state the uncertainty

A smooth curve close to the truth does not show that the data demanded it. For errors with known limits, linear programming finds the lowest and highest $F(\Lambda)$ among all monotone distributions on the grid that fit every datum within its limits. No smoothness is assumed. The limits used here include an extra 0.001 in $y$ for the discrete grid.

At 0.3 µm the admissible range is 0.53 to 0.84, around a true value of 0.70. At 1 µm it is 0.73 to 0.93, around 0.84. On a grid eight times finer the lower ends drop by about 0.01, to 0.52 and 0.72, so the last digit of these ranges and of the point width below depends on the grid. Part of the width comes from staircase curves, whose steps the kernel blurs away. Capping $dF/du$ at the largest density of the true curve, 0.24, excludes steps and narrows the ranges to about 0.62 to 0.77 and 0.76 to 0.90. Half to two thirds of the width thus remains even without steps.

Averages are much better determined. Near 0.8 µm, the centre of the window, the range of $F$ at a point has width 0.21. Averaged over a factor of 3 in path the width is 0.11, and over a factor of 10 it is 0.05. Averaging over a decade strongly reduces the ripples that the estimate above found to be lost in 1 % noise, since their periods are about a decade or less.

**Guidance.** Report the reconstructed curve together with the admissible range, or report averages over a stated factor in $\Lambda$. Do not interpret shoulders narrower than the ripple period as features of the material. Finer sampling in $q$ over the same span helps slowly; in the ripple estimate $N$ enters only through $\sqrt N$. A wider span of periods extends the range of paths covered, provided the decay remains exponential.

## What changes in a real crystal

The model's $k$, some tens of W/(m K), is meant to match lithium fluoride at 100 K in order of magnitude only. Pure LiF is transparent to visible light, so the example supposes absorbing centres that deposit the heat, and neglects their scattering.

The assumption most at risk is that every collision relaxes phonons toward rest. Normal collisions conserve crystal momentum and relax them toward a drifting distribution $u\mu$. Let them be a fraction $\nu$ of all scattering. In a steady gradient $G$, $\phi=\phi_1\mu$ with $\phi_1=\nu u-vG\tau$. Momentum conservation, $\sum_i(C_i/\tau_i)(\phi_{1,i}-u)=0$, gives $u=-vG\sum_iC_i/[(1-\nu)\sum_iC_i/\tau_i]$. The heat current, $(v/3)\sum_iC_i\phi_{1,i}$, then grows in magnitude by the relative amount
$$
\frac{\nu}{1-\nu}\,\frac{(\sum_iC_i)^2}{(\sum_iC_i\tau_i)(\sum_iC_i/\tau_i)} .
$$
With $\tau\propto\omega^{-2}$ and $\nu=1/2$ this is 39 % of $k$. The value of $\nu$ is an assumption, but the size shows that a relaxation-time spectrum should not be read as a measured property of such a crystal. If a program's full solution of the transport equation differs from its relaxation-time result by an amount like this, neither $S$ nor $S_\eta$ is justified, and the grating problem needs the full collision operator.

Other omissions can be sized one at a time. Averaged with the conductivity shares of the Debye model, a sine-shaped acoustic dispersion lowers the group speed by about 19 %. It also changes $k$ and the shares themselves, so a real spectrum should be computed with the actual dispersion. Raising the speed in the kernel by a factor 1.4, with paths and decay rate fixed, changes $y$ at 0.5 µm by −2.6 %. A longitudinal optical branch at 950 K would add 0.5 % to the heat capacity. If anharmonic scattering varies as $T e^{-\Theta/3T}$, with $\Theta$ the Debye temperature of the acoustic modes, it rises by 3 % per kelvin of mean heating. For data at the 1 % level, heating should then stay well below 1 K or be extrapolated to zero. For a heated depth of 100 µm, about 1 % of the conductivity comes from paths longer than that depth. This identifies phonons sensitive to a diffusely scattering surface but does not bound the surface's whole effect.

The full set of decay rates and admissible ranges is in the numerical output.

## Numbers as computed

```
Temperature: 100 K
Sound speed: 5 km/s
Anharmonic rate / omega^2: 0.1 fs
Crystal size: 1 mm
Optical branch temperature: 450 K
Acoustic heat capacity: 0.7089 J/(cm3 K)
Total heat capacity: 1.106 J/(cm3 K)
Bulk conductivity: 57.33 W/(m K)
Boltzmann run: period um | g C/(q^2 k) | S_eta sum | S sum
  0.5 | 0.5600 | 0.5604 | 0.5055
  1.0 | 0.6596 | 0.6598 | 0.6296
|transfer| at w = 1, 2, 3, 5: 0.6475, 0.2263, 0.0599, 0.0031
Data: period um | rate 1/us | y exact | y noisy | S sum
  0.500 | 4607 | 0.5604 | 0.5628 | 0.5055
  0.734 | 2376 | 0.6169 | 0.6254 | 0.5769
  1.077 | 1192 | 0.6697 | 0.6761 | 0.6416
  1.581 | 582.1 | 0.7180 | 0.7111 | 0.6990
  2.321 | 287.3 | 0.7613 | 0.7561 | 0.7489
  3.406 | 142.9 | 0.7997 | 0.8100 | 0.7917
  5.000 | 67.02 | 0.8330 | 0.8187 | 0.8280
  7.339 | 33.11 | 0.8617 | 0.8713 | 0.8586
  10.772 | 15.79 | 0.8861 | 0.8952 | 0.8842
  15.811 | 7.414 | 0.9067 | 0.9057 | 0.9055
  23.208 | 3.487 | 0.9239 | 0.9176 | 0.9233
  34.065 | 1.642 | 0.9384 | 0.9312 | 0.9380
  50.000 | 0.7714 | 0.9504 | 0.9423 | 0.9501
Largest eta: 0.07333
Noise standard deviation: 1 %
log10 of lambda: 6.371
chi2 of reconstruction: 13
Effective number of fitted quantities: 3.05
Largest |F| without regularization: 84.8
F: path um | true | reconstructed | lowest | highest
  0.03 | 0.220 | 0.317 | 0.000 | 0.516
  0.10 | 0.504 | 0.524 | 0.273 | 0.727
  0.30 | 0.702 | 0.689 | 0.534 | 0.839
  1.00 | 0.837 | 0.842 | 0.727 | 0.933
  3.00 | 0.909 | 0.912 | 0.830 | 0.969
  10.00 | 0.954 | 0.951 | 0.886 | 1.000
  30.00 | 0.976 | 0.969 | 0.915 | 1.000
Shortest 1/q: 79.58 nm
Longest 1/q: 7.958 um
Largest F error between them: 0.026
Band width of F averaged over factor 1, 3, 10: 0.209, 0.107, 0.053
Mean spectral density per unit ln L: 0.107
Noise 1.0 %: cutoff w 2.78, ripple period factor 9.59
Noise 0.1 %: cutoff w 4.11, ripple period factor 4.62
Packet chi2 at half, twice cutoff: 290, 0.00025
Drift gain in k if half the scattering is normal: 39.4 %
Omitted optical heat capacity: 0.53 %
Mean group-speed loss, sine dispersion: 19.4 %
Kernel change, 1.4 times speed, shortest period: -2.6 %
Scattering-rate rise per K of heating: 3 %
k share with path above 100 um: 0.97 %
```
